# Large-sample variance of a lognormal log-percentile estimated from complete lifetimes: test program

```python
"""
Result under test: for n complete (uncensored) lognormal lifetimes, the
maximum-likelihood log-percentile q_hat = mu_hat + z*sigma_hat has the
large-sample variance (sigma^2/n)*(1 + z^2/2).
mu, sigma : mean and standard deviation of ln(lifetime in hours)
p, z      : failure fraction and its standard normal quantile
q         : true log-percentile, mu + z*sigma
Example: electromigration of copper lines, rough typical parameters.
"""
import numpy as np
from scipy import constants, optimize, special, stats

rng = np.random.default_rng(20)
n_lines = 30
median_h = 100.0
sigma = 0.4
p = 0.001
mu = np.log(median_h)
z = stats.norm.ppf(p)
q = mu + z * sigma


def large_sample_variance(n):
    return sigma**2 / n * (1 + z**2 / 2)


def chi_mean(k):
    return np.sqrt(2) * np.exp(special.gammaln((k + 1) / 2)
                               - special.gammaln(k / 2))


def finite_variance(n):
    return sigma**2 / n * (1 + z**2 * (n - 1 - chi_mean(n - 1)**2))


def finite_bias(n):
    return z * sigma * (chi_mean(n - 1) / np.sqrt(n) - 1)


# The percentile formula against the lognormal distribution itself
t_p = np.exp(q)
assert np.isclose(stats.lognorm.cdf(t_p, sigma, scale=median_h), p,
                  rtol=1e-9)

# Fisher information: numerical scores of the lifetime density, quadrature
nodes, weights = np.polynomial.hermite_e.hermegauss(40)
weights = weights / np.sqrt(2 * np.pi)
life_nodes = np.exp(mu + sigma * nodes)


def log_density(t, m, s):
    return stats.lognorm.logpdf(t, s, scale=np.exp(m))


h = 1e-4
score = np.array([
    (log_density(life_nodes, mu + h, sigma)
     - log_density(life_nodes, mu - h, sigma)) / (2 * h),
    (log_density(life_nodes, mu, sigma + h)
     - log_density(life_nodes, mu, sigma - h)) / (2 * h)])
information = (score * weights) @ score.T
assert np.allclose(information, np.diag([1, 2]) / sigma**2,
                   rtol=1e-5, atol=1e-4)
gradient = np.array([1.0, z])
information_variance = gradient @ np.linalg.solve(information, gradient)
assert np.isclose(information_variance / n_lines,
                  large_sample_variance(n_lines), rtol=1e-5)

# Direct likelihood maximization against the closed-form estimates
sample = rng.lognormal(mu, sigma, n_lines)
fit = optimize.minimize(
    lambda v: -np.sum(log_density(sample, v[0], np.exp(v[1]))),
    [mu + 0.2, np.log(0.6)], method="Nelder-Mead",
    options={"xatol": 1e-8, "fatol": 1e-10, "maxiter": 2000})
assert np.allclose([fit.x[0], np.exp(fit.x[1])],
                   [np.log(sample).mean(), np.log(sample).std()], atol=1e-5)


# Repeated simulated life tests
def simulate(n, trials):
    y = np.log(rng.lognormal(mu, sigma, (trials, n)))
    m, s = y.mean(axis=1), y.std(axis=1)
    e = y - mu
    linear = e.mean(axis=1) + z * ((e**2).mean(axis=1) - sigma**2) / (2*sigma)
    remainder = np.sqrt(np.mean((m + z * s - q - linear)**2))
    return m, s, remainder


m30, s30, _ = simulate(n_lines, 200000)
q30 = m30 + z * s30
simulated_variance = q30.var()
simulated_bias = q30.mean() - q
correlation = np.corrcoef(m30, s30)[0, 1]
# Tolerances are several times the sampling error of the simulation
assert abs(simulated_variance / finite_variance(n_lines) - 1) < 0.015
assert abs(simulated_bias - finite_bias(n_lines)) < 0.002
assert abs(correlation) < 0.01
assert abs(-3 * z * sigma / (4 * n_lines) / finite_bias(n_lines) - 1) < 0.03

_, _, remainder100 = simulate(100, 20000)
m400, s400, remainder400 = simulate(400, 20000)
q400 = m400 + z * s400
ratio400 = q400.var() / large_sample_variance(400)
assert abs(ratio400 - 1) < 0.04
# A remainder of order 1/n falls fourfold when n grows fourfold
remainder_ratio = remainder100 / remainder400
assert 3.6 < remainder_ratio < 4.4
assert abs(finite_variance(1000) / large_sample_variance(1000) - 1) < 1e-3

# One-sided 95 % lower bounds: large-sample and exact
u95 = stats.norm.ppf(0.95)
width = u95 * np.sqrt(1 + z**2 / 2)
noncentral = -z * np.sqrt(n_lines)
k_exact = stats.nct.ppf(0.95, n_lines - 1, noncentral) / np.sqrt(n_lines)
unbiased_factor = np.sqrt(n_lines / (n_lines - 1))
cover_large_sim = np.mean(q30 - width * s30 / np.sqrt(n_lines) <= q)
cover_exact_sim = np.mean(m30 - k_exact * s30 * unbiased_factor <= q)
cover_large = stats.nct.cdf(
    np.sqrt(n_lines - 1) * (width / np.sqrt(n_lines) - z),
    n_lines - 1, noncentral)
cover400 = np.mean(q400 - width * s400 / np.sqrt(400) <= q)
assert abs(cover_exact_sim - 0.95) < 0.003
assert abs(cover_large_sim - cover_large) < 0.004
assert cover_large < cover400 < 0.96

# Wrong law: Weibull lifetimes with the same log mean and log deviation
gumbel = stats.gumbel_l
skew, excess = (float(v) for v in gumbel.stats(moments="sk"))
kurtosis = excess + 3
wrong_law_factor = 1 + z * skew + z**2 * (kurtosis - 1) / 4
shape = gumbel.std() / sigma
scale_h = np.exp(mu - gumbel.mean() / shape)
y_weibull = np.log(scale_h * rng.weibull(shape, (10000, 1000)))
q_weibull = y_weibull.mean(axis=1) + z * y_weibull.std(axis=1)
weibull_sim_factor = q_weibull.var() * 1000 / sigma**2
assert abs(weibull_sim_factor / wrong_law_factor - 1) < 0.06
weibull_t_p = stats.weibull_min.ppf(p, shape, scale=scale_h)
weibull_shift = np.log(weibull_t_p) - q

# A small early-failure population that the single lognormal leaves out
early_fraction, early_ratio = 0.01, 5.0


def mixture_excess(y):
    return ((1 - early_fraction) * stats.norm.cdf((y - mu) / sigma)
            + early_fraction * stats.norm.cdf(
                (y - mu + np.log(early_ratio)) / sigma) - p)


early_shift = optimize.brentq(mixture_excess, mu - 6, mu) - q
no_early = (1 - early_fraction)**n_lines

# Black's equation: log-life up to a constant, and effects of input errors
k_ev = constants.k / constants.e
stress_k = constants.zero_Celsius + 300
use_k = constants.zero_Celsius + 105
stress_j, use_j = 2.0, 0.2
energy, exponent = 0.9, 1.1
d_energy, d_exponent, d_temperature = 0.05, 0.1, 2.0


def black_log_life(temperature, current, ea, power):
    return ea / (k_ev * temperature) - power * np.log(current)


def log_acceleration(ea, power):
    return (black_log_life(use_k, use_j, ea, power)
            - black_log_life(stress_k, stress_j, ea, power))


base = log_acceleration(energy, exponent)
energy_shift = log_acceleration(energy + d_energy, exponent) - base
exponent_shift = log_acceleration(energy, exponent + d_exponent) - base
temperature_shift = (
    black_log_life(stress_k + d_temperature, stress_j, energy, exponent)
    - black_log_life(stress_k, stress_j, energy, exponent))

# Worked numbers for a fit that returns the example's mu and sigma
variance = large_sample_variance(n_lines)
error = np.sqrt(variance)
u975 = stats.norm.ppf(0.975)
lower_large = np.exp(q - u95 * error)
lower_exact = np.exp(mu - k_exact * sigma * unbiased_factor)
target_error = 0.1
n_needed = int(np.ceil(large_sample_variance(1) / target_error**2))
assert large_sample_variance(n_needed) <= target_error**2
assert large_sample_variance(n_needed - 1) > target_error**2

print(f"lines tested n: {n_lines}")
print(f"median life at stress: {median_h:.0f} h; sigma: {sigma:.2f}")
print(f"failure fraction p: {100*p:.1f} %; z: {z:.4f}")
print(f"ln(median life / h): {mu:.4f}; ln(t_p / h): {q:.4f}")
print(f"0.1 % life t_p: {t_p:.2f} h")
print(f"variance part from mu_hat: {sigma**2/n_lines:.6f}")
print(f"variance part from sigma_hat: {sigma**2*z**2/(2*n_lines):.6f}")
print(f"factor 1 + z^2/2: {1+z**2/2:.4f}")
print(f"large-sample variance of ln t_p: {variance:.6f}")
print(f"standard error of ln t_p: {error:.4f}")
print(f"standard error of ln median: {sigma/np.sqrt(n_lines):.4f}")
print(f"two-sided 95 % factor on t_p: {np.exp(u975*error):.3f}")
print(f"two-sided 95 % interval: {np.exp(q-u975*error):.2f} to "
      f"{np.exp(q+u975*error):.2f} h")
print(f"one-sided 95 % lower bound, large-sample: {lower_large:.2f} h")
print(f"one-sided 95 % lower bound, exact: {lower_exact:.2f} h")
print(f"exact bound factor k (times s): {k_exact:.4f}")
print(f"true coverage of large-sample bound, n=30: {100*cover_large:.2f} %")
print(f"simulated coverage of it, n=30: {100*cover_large_sim:.2f} %")
print(f"simulated coverage of it, n=400: {100*cover400:.2f} %")
print(f"simulated coverage of exact bound: {100*cover_exact_sim:.2f} %")
print(f"lines needed for standard error {target_error:.1f}: {n_needed}")
print(f"information per line, mu-mu: {information[0, 0]:.4f}")
print(f"information per line, sigma-sigma: {information[1, 1]:.4f}")
print(f"simulated variance, n=30: {simulated_variance:.6f}")
print(f"exact finite-n variance, n=30: {finite_variance(n_lines):.6f}")
print(f"simulated correlation of mu_hat, sigma_hat: {correlation:.4f}")
print(f"simulated / large-sample variance, n=400: {ratio400:.4f}")
print(f"remainder rms ratio, n=100 to n=400: {remainder_ratio:.3f}")
for size in (10, 30, 100):
    print(f"n={size}: exact/large-sample variance "
          f"{finite_variance(size)/large_sample_variance(size):.4f}, "
          f"bias of ln t_p {finite_bias(size):+.4f}")
print(f"simulated bias of ln t_p, n=30: {simulated_bias:+.4f}")
print(f"Weibull log-life skewness: {skew:.4f}; kurtosis: {kurtosis:.4f}")
print(f"Weibull data, n*variance/sigma^2, formula: {wrong_law_factor:.3f}")
print(f"Weibull data, same, simulated n=1000: {weibull_sim_factor:.3f}")
print(f"Weibull shape: {shape:.3f}; its 0.1 % life: {weibull_t_p:.2f} h")
print(f"shift of ln t_p, Weibull law: {weibull_shift:+.3f}")
print(f"early population: {100*early_fraction:.0f} % of lines, "
      f"median {early_ratio:.0f} times shorter")
print(f"shift of ln t_p, early population: {early_shift:+.3f}")
print(f"chance that 30 lines include no early one: {100*no_early:.1f} %")
print(f"stress: {stress_k:.2f} K, {stress_j:.1f} MA/cm2; "
      f"use: {use_k:.2f} K, {use_j:.1f} MA/cm2")
print(f"activation energy: {energy:.2f} eV; current exponent: {exponent:.1f}")
print(f"shift of ln t_p, line {d_temperature:.0f} K hotter: "
      f"{temperature_shift:+.3f}")
print(f"shift of ln t_p at use, energy +{d_energy:.2f} eV: "
      f"{energy_shift:+.3f}")
print(f"shift of ln t_p at use, exponent +{d_exponent:.1f}: "
      f"{exponent_shift:+.3f}")
print("every check passed")
```

Printed output:

```
lines tested n: 30
median life at stress: 100 h; sigma: 0.40
failure fraction p: 0.1 %; z: -3.0902
ln(median life / h): 4.6052; ln(t_p / h): 3.3691
0.1 % life t_p: 29.05 h
variance part from mu_hat: 0.005333
variance part from sigma_hat: 0.025465
factor 1 + z^2/2: 5.7748
large-sample variance of ln t_p: 0.030799
standard error of ln t_p: 0.1755
standard error of ln median: 0.0730
two-sided 95 % factor on t_p: 1.411
two-sided 95 % interval: 20.60 to 40.98 h
one-sided 95 % lower bound, large-sample: 21.77 h
one-sided 95 % lower bound, exact: 19.47 h
exact bound factor k (times s): 4.0222
true coverage of large-sample bound, n=30: 88.56 %
simulated coverage of it, n=30: 88.52 %
simulated coverage of it, n=400: 93.57 %
simulated coverage of exact bound: 95.02 %
lines needed for standard error 0.1: 93
information per line, mu-mu: 6.2500
information per line, sigma-sigma: 12.5000
simulated variance, n=30: 0.030518
exact finite-n variance, n=30: 0.030576
simulated correlation of mu_hat, sigma_hat: -0.0007
simulated / large-sample variance, n=400: 0.9863
remainder rms ratio, n=100 to n=400: 4.027
n=10: exact/large-sample variance 0.9759, bias of ln t_p +0.0955
n=30: exact/large-sample variance 0.9928, bias of ln t_p +0.0312
n=100: exact/large-sample variance 0.9979, bias of ln t_p +0.0093
simulated bias of ln t_p, n=30: +0.0313
Weibull log-life skewness: -1.1395; kurtosis: 5.4000
Weibull data, n*variance/sigma^2, formula: 15.026
Weibull data, same, simulated n=1000: 14.988
Weibull shape: 3.206; its 0.1 % life: 13.89 h
shift of ln t_p, Weibull law: -0.738
early population: 1 % of lines, median 5 times shorter
shift of ln t_p, early population: -0.886
chance that 30 lines include no early one: 74.0 %
stress: 573.15 K, 2.0 MA/cm2; use: 378.15 K, 0.2 MA/cm2
activation energy: 0.90 eV; current exponent: 1.1
shift of ln t_p, line 2 K hotter: -0.063
shift of ln t_p at use, energy +0.05 eV: +0.522
shift of ln t_p at use, exponent +0.1: +0.230
every check passed
```
